# Detecting dopant clusters in atom-probe data by label shuffling within slices

## From 0.20 detected neighbours to 0.50 companions

In a simulated silicon specimen, each detected boron atom has on average 1.184 detected boron neighbours within 1.2 nm. When the boron labels are shuffled among the detected atoms within thin depth slices, the mean is 0.984. The excess is 0.200, yet the boron atoms of this specimen had on average 0.710 companions in their own clusters. Most of this gap comes from undetected atoms, and part is statistical error. Incomplete detection affects the test for clustering and the estimate of cluster content differently, so the test and the estimate are treated separately below.

The specimen measures \(11.95\times11.95\times40.19\) nm. Its boron fraction follows a Gaussian depth profile with a peak of 1 at.% at 14 nm and a straggle \(\sigma=8\) nm. One fifth of the boron is placed in clusters of five atoms, each drawn from a lattice site and its 28 nearest sites. Boron is detected with efficiency \(\eta_D=0.40\) and silicon with \(\eta_H=0.50\).

## What random loss does to the labels

Take first a material without clusters. Each site holds a dopant with probability \(c\), independently of the others, and ions are lost independently. A site yields a detected dopant with probability \(c\eta_D\) and a detected host atom with probability \((1-c)\eta_H\). Given that an atom was detected, it is a dopant with probability

\[
c'=\frac{c\eta_D}{c\eta_D+(1-c)\eta_H},
\qquad
\frac{c'}{1-c'}=\frac{c}{1-c}\,\frac{\eta_D}{\eta_H}.
\]

If both efficiencies carry a common factor \(a(\mathbf x)\), it cancels. A region in which both efficiencies are reduced by the same factor therefore leaves \(c'\) unchanged. The second form gives the efficiency ratio when \(c\) is known independently, for example from the implanted dose.

With constant efficiencies the relation also holds for the specimen averages, since numerator and denominator can each be summed over sites. The true mean fraction of 0.479 at.% should appear as 0.384 at.%; the simulated specimens gave 0.388 at.%.

Now divide the depth into slices thin enough for \(c'\) to be nearly constant in each. Slice \(s\) contains \(N_s\) detected atoms, of which \(n_s\) are dopants. Given the positions, any particular labeling of the slice has probability

\[
(c'_s)^{n_s}(1-c'_s)^{N_s-n_s}.
\]

This depends on the number of dopants but not on which atoms they are. At fixed \(n_s\), all labelings are equally probable, and shuffling labels within the slice draws from the correct null distribution. The magnitude of the efficiencies does not enter.

## A test over many distances

Let \(G(r)\) be the fraction of detected dopants that have another detected dopant within distance \(r\). Compute this curve for the observed labeling, \(b=0\), and for \(B\) shuffled labelings. With \(\bar G(r)\) the mean of all \(B+1\) curves, define

\[
T_b=\max_r\,[G_b(r)-\bar G(r)],\qquad
p=\frac{\#\{b:T_b\ge T_0\}}{B+1}.
\]

The count includes \(b=0\). Under the null hypothesis the \(B+1\) labelings are independent draws from one distribution, and \(\bar G\) treats them alike, so the values \(T_b\) are exchangeable. At most \(k\) of them can have \(k\) or fewer members at least as large as themselves, counting themselves. The chance that the observed value is one of these is at most \(k/(B+1)\). Hence

\[
P(p\le\alpha)\le\alpha .
\]

Because the maximum over \(r\) is taken for every labeling, no further correction is needed for searching many distances. Here \(r\) runs from 0.25 to 1.2 nm.

For the specimen above, 999 shuffles give \(p=0.001\), the smallest value that this number of shuffles allows. The largest surplus is 0.147, at \(r=0.80\) nm, where 38.4% of the boron atoms have a neighbour against 23.7% after shuffling. The 95% point of the shuffled surpluses is 0.052. The distance 0.80 nm is where the contrast with the background is greatest; it is not a measured cluster radius.

## Shuffled means in closed form

The shuffled averages can also be written down directly. Two distinct atoms in slice \(s\) are both labelled dopant with probability \(n_s(n_s-1)/[N_s(N_s-1)]\). For atoms in different slices \(s\) and \(t\), the probability is \((n_s/N_s)(n_t/N_t)\). Let \(P_{ij}\) denote the appropriate expression, \(n\) the total number of detected dopants and \(R\) the chosen reach. The shuffled mean number of dopant neighbours is

\[
W_0=\frac1n\sum_{i\ne j,\;r_{ij}<R}P_{ij}.
\]

For the neighbour curve, let atom \(i\) lie in slice \(s\) and have \(m_{it}\) neighbours of either species within \(r\) in slice \(t\). It is a dopant with probability \(n_s/N_s\). The remaining dopant labels must then avoid all its neighbours. In slice \(t\) there are \(n_t-\delta_{st}\) labels left for \(N_t-\delta_{st}\) atoms, so the expected number of isolated dopants is

\[
I_0(r)=\sum_i\frac{n_s}{N_s}\prod_t
\frac{\binom{N_t-\delta_{st}-m_{it}}{\,n_t-\delta_{st}\,}}
{\binom{N_t-\delta_{st}}{\,n_t-\delta_{st}\,}},
\]

and the shuffled mean of \(G\) is \(1-I_0/n\). These expressions use the actual positions, so they include specimen edges, lattice structure and density variations.

A test on nine random points in a unit cube, with slices of five and four points, two dopants in each and a neighbour distance of 0.5, enumerated all \(10\times6=60\) labelings. The mean number of isolated dopants was 1.1 and the mean number of ordered close pairs 5.4, both in agreement with the formulas.

## Why shuffling the whole volume fails

An implant is not uniform in depth. Without clusters, the density of close dopant pairs is proportional to the depth average \(\langle c^2\rangle\), whereas shuffling over the whole volume gives \(\langle c\rangle^2\). For this profile, neglecting the small part of \(c^2\) cut off at the surface,

\[
\frac{\langle c^2\rangle}{\langle c\rangle^2}
\approx\frac{(0.01)^2\sqrt\pi\,(8/40.19)}{(0.00479)^2}\approx1.5 .
\]

The profile alone thus produces about 50% more close pairs than the shuffled reference. In 30 specimens without clusters, whole-volume shuffling reported clustering every time at a nominal false-alarm rate of 5%.

Shuffling within 20 slices gave a rate of 6.2% in 160 specimens, although half of the lateral field detected both species at one fifth of their usual efficiency. The binomial standard error at a true rate of 5% is 1.7%, so this agrees with the nominal value.

When the same defect affected boron alone, the rate rose to 70% in 30 specimens. The relative boron efficiency is then 1 in one half and 0.2 in the other, which raises the pair density above the shuffled reference by a factor of \([(1+0.2^2)/2]/(0.6)^2=1.44\) if pairs that straddle the boundary between the halves are neglected. Such pairs lower the factor slightly. Depth slices cannot remove a lateral variation of this kind.

## Nearest neighbours and neighbour counts after loss

Suppose a dopant has \(M\) true dopant neighbours within \(r\). Each is missed with probability \(1-\eta_D\), so the chance that no neighbour is detected, averaged over dopants, is

\[
1-G_{\rm det}(r)=\left\langle(1-\eta_D)^M\right\rangle .
\]

If \(M\) has a Poisson distribution of mean \(\mu\), the right side becomes \(e^{-\eta_D\mu}\), and loss acts as a reduction of density. Clusters break this rule. In one fully known clustered specimen, 63.5% of the boron atoms had no boron neighbour within 0.6 nm. Rescaling the density would give \(0.635^{0.4}=0.834\) after loss. The formula gives 0.786, and 400 random thinnings gave 0.785. Nearest-neighbour distances therefore cannot be corrected by the mean density alone.

Neighbour counts are simpler. In a cluster of \(m\) dopants, each of the \(m(m-1)\) ordered pairs survives with probability \(\eta_D^2\). The number of dopants to which the count is referred falls by \(\eta_D\). If \(n_{\rm true}\) is the true number of dopants, the expected companion count per detected dopant is, for a large sample,

\[
\frac{\eta_D^2\sum m(m-1)}{\eta_D\,n_{\rm true}}=\eta_D C,
\qquad C=\frac{\sum m(m-1)}{n_{\rm true}},
\]

with sums over clusters. If clusters are placed independently and \(R\) covers their diameter, the other neighbours are those of the random background, which \(W_0\) describes up to the biases treated below. With \(W\) the observed mean number of neighbours,

\[
C\approx\frac{W-W_0}{\eta_D}.
\]

In the interior of this specimen no cluster is wider than 0.90 nm, so \(R=1.2\) nm is sufficient there.

For equal clusters holding a fraction \(\varphi\) of the dopants, there are \(\varphi n_{\rm true}/m\) clusters, and \(C=\varphi(m-1)\). The example has a nominal value of \(0.2\times4=0.8\). Pairs containing 80% of the dopants would give the same value. The excess count fixes this product, not the cluster size and the clustered fraction separately.

## Error analysis

**Statistical error.** For a dilute random background, treat the number of close unordered pairs as a Poisson variable with mean \(nW_0/2\). Since \(W\) is twice that number divided by \(n\), its standard deviation is

\[
s_W\approx\frac2n\sqrt{\frac{nW_0}{2}}=\sqrt{\frac{2W_0}{n}} .
\]

With 554 detected boron atoms and \(W_0=0.984\), this is 0.060; the shuffled labelings gave 0.061. Both \(W_0\) and \(n\) are proportional to \(\eta_D\) when \(\eta_H\) and the specimen are fixed, so \(s_W\) hardly changes with boron efficiency. The signal \(\eta_DC\) does change. For \(C=0.8\) it is 0.32, 0.08 and 0.04 at efficiencies of 0.40, 0.10 and 0.05, or about 5.3, 1.3 and 0.7 standard deviations.

The test based on \(G\) uses a different statistic but loses power in the same order. With 19 shuffles and a 5% level, it found clustering in all 48 specimens at \(\eta_D=0.40\), in 45% of 40 specimens at 0.10 and in 10% of 40 at 0.05. A negative result at low efficiency is therefore weak evidence against clusters of this kind.

For the specimen of the opening,

\[
C\approx\frac{0.2003}{0.40}=0.50,
\]

against a true value of 0.71. Over 48 specimens, the error of a single estimate had a sample standard deviation of 0.17; this sample value is low, and about 3000 specimens of the same model give 0.22. The deviation of \(-0.21\) is thus about one standard deviation. The shuffled spread divided by \(\eta_D\), 0.15, is not a full error bar for \(C\): it omits the scatter in how many members of each cluster are detected. For about 50 clusters of five atoms this contributes roughly 0.12, and the two add in quadrature to about 0.19. This sum is still somewhat low; it neglects that chance neighbours can themselves arrive as a cluster.

**Efficiency error.** Since \(C\propto1/\eta_D\), a small relative error in the boron efficiency produces an equal and opposite relative error in \(C\). Using the silicon efficiency instead gives 0.40, which is 20% below the value obtained with the boron efficiency.

**Finite slices.** The slice totals \(n_s\) include the cluster members. Shuffling spreads these companions over their slices, and some still fall within \(R\) of one another, so \(W_0\) is slightly too large. For uniform atom density, the chance that a companion placed at random in its slice lies within \(R\) is at most the ratio of ball to slice volume:

\[
\frac{4\pi R^3/3}{11.95^2\times2.01\ \text{nm}^3}
=\frac{7.24}{287}\approx2.5\%.
\]

This bounds the downward bias relative to \(C\).

The variation of \(c\) inside a slice acts in the opposite direction. Shuffling replaces \(c(z)\) by a staircase \(\bar c(z)\) with steps of thickness \(h\). For a pair with depth separation \(u\), write each product as

\[
c(z)c(z+u)=\tfrac12\{c(z)^2+c(z+u)^2-[c(z+u)-c(z)]^2\},
\]

and likewise for \(\bar c\). Replacing \(c\) by its slice mean lowers the average of \(c^2\) by \(\langle c_z^2\rangle h^2/12\), where \(c_z=dc/dz\). The mean squared difference is \(\langle c_z^2\rangle u^2\) for the smooth profile. For the staircase, a fraction \(|u|/h\) of pairs with \(|u|<h\) crosses a step of height \(|c_z|h\), giving \(\langle c_z^2\rangle h|u|\). To leading order in \(h/\sigma\), the missing pair density is therefore

\[
\langle c_z^2\rangle\left[\frac{h^2}{12}+\frac{h|u|-u^2}{2}\right].
\]

In a ball of radius \(R\), the averages are \(\langle|u|\rangle=3R/8=0.45\) nm and \(\langle u^2\rangle=R^2/5=0.29\) nm². The bracket is then about 0.64 nm². For a full Gaussian, \(\langle c_z^2\rangle/\langle c^2\rangle=1/(2\sigma^2)=1/128\) nm⁻², so \(W_0\) is too small by about 0.5%. This raises \(C\) by about \(0.005\times0.98/0.40\approx0.01\). Thinner slices reduce this bias but increase the first one.

**What the ensemble shows.** Over the 48 specimens the mean estimate was 0.876 and the mean true value 0.817. The difference of 0.059 has a standard error of 0.024 from the sample spread, or 0.032 with a single-specimen spread of 0.22, so it is about two standard errors. The profile bias explains only about 0.01 of it, and the other slice bias has the wrong sign. These 48 specimens alone test the correction only at the level of roughly 10%. About 3000 specimens give a mean difference of \(-0.011\pm0.004\), so the 0.059 is a sampling fluctuation, and within this model the remaining bias is one to two percent of \(C\).

## Comparison with a real implant

The simulated dose of \(9.6\times10^{14}\) cm⁻² and the profile are roughly those of a boron implant of a few keV. The cluster size and clustered fraction are chosen values. A field of view wider than 12 nm would supply more atoms and reduce the statistical error, but not the bias from the variation of \(c\) inside a slice. With 20 slices and a 60 nm field, that 0.5% bias is about \(0.4\,s_W\), and the false-alarm rate of the test on \(G\) rises to roughly 8%. A wider field therefore calls for thinner slices. One assumption that can fail in a real measurement is independent detection, because boron ions arriving close together can be recorded as one. As a model of this pile-up, one member of each detected boron pair closer than 0.5 nm was removed with probability 0.3. The excess fell to 0.64 of its ideal value, and dividing by \(\eta_D\) does not restore it. The pile-up probability is assumed, so this factor shows sensitivity and is not a calibration.

Two other effects were sized in the same 24 specimens. If a fraction \(f\) of all boron labels is random background, the number of labels rises by a factor of \(1/(1-f)\) while the excess pairs are unchanged on average; the excess per label is multiplied by \(1-f\). For \(f=0.20\) the simulation gave 0.79 against the predicted 0.80. Position blur with standard deviations of 0.3 nm along each lateral axis and 0.1 nm in depth reduced the excess count to 0.96 of its ideal value in these specimens, and the largest surplus of \(G\) to 0.77. The first figure is probably too high. Two members of a cluster have a separation variance of about 0.105 nm² along each axis, to which blur adds \(2(0.3)^2=0.18\) nm² laterally and \(2(0.1)^2=0.02\) nm² in depth. Treating the separations as Gaussian leaves about 0.89 of the companions within 1.2 nm. The count thus retains most displaced companions, whereas the neighbour curve depends on how close they are. Reconstruction distortions and molecular ions are not included.

The numerical output below gives the values for the single specimen and the small ensembles.

## Values computed for the example and the checks

```
silicon lattice parameter: 0.5431 nm
specimen: 11.95 x 11.95 x 40.19 nm
lattice sites: 286528
peak boron fraction: 1.0 at.%
peak depth, straggle: 14 nm, 8 nm
boron dose in specimen: 9.62e+14 cm^-2
cluster size, clustered share: 5, 0.20
efficiency boron, silicon: 0.40, 0.50
depth slices, thickness: 20, 2.01 nm
neighbour reach R: 1.2 nm
-- formula checks
isolated dopants, enumeration: 1.100000
isolated dopants, formula: 1.100000
ordered close pairs, enumeration: 5.400000
ordered close pairs, formula: 5.400000
no neighbour in 0.6 nm, all boron seen: 0.6354
same after loss, formula: 0.7862
same after loss, simulated: 0.7848
mean boron fraction, true: 0.4791 at.%
mean boron fraction, expected seen: 0.3836 at.%
mean boron fraction, simulated seen: 0.3884 at.%
-- false alarms at nominal rate 0.05, no clusters
sliced, common half-field defect (160 sets): 0.062
whole-volume shuffling (30 sets): 1.000
sliced, boron-only half-field defect (30 sets): 0.700
-- one specimen
detected atoms, detected boron: 143179, 554
shuffles, p-value: 999, 0.0010
largest surplus of G: 0.1471
95% point of shuffled surplus: 0.0521
distance of largest surplus: 0.80 nm
G there, observed: 0.3845
G there, shuffled mean: 0.2372
W observed: 1.1841
W shuffled mean, st. dev.: 0.9838, 0.0610
excess neighbours, raw: 0.2003
companions, corrected: 0.501
companions, if silicon efficiency used: 0.401
companions, true in this specimen: 0.710
-- 48 specimens
nominal companions: 0.800
companions, mean true: 0.817
companions, mean estimate: 0.876
error of one estimate, st. dev.: 0.169
standard error of mean deviation: 0.024
bound on finite-slice bias: 2.52 %
power at boron efficiency 0.40: 1.000
power at boron efficiency 0.05 (40 sets): 0.100
power at boron efficiency 0.10 (40 sets): 0.450
-- neglected effects, 24 specimens, excess relative to ideal
background share 0.20: 0.793
pile-up loss 0.30 per pair within 0.5 nm: 0.636
blur 0.3 nm lateral, 0.1 nm depth: 0.955
surplus of G, blurred over ideal: 0.765
```
